# A Dislocation Lets a Flat Facet Grow Without Repeated Nucleation: test program

```python
# Result under test: a dislocation with a normal Burgers component supplies a
# permanent step. With v = v0*(1 - r_c*curvature) it winds into a spiral that
# rotates at omega*v0/r_c and grows the facet at R = h*v0/spacing,
# spacing = 2*pi*r_c/omega, without two-dimensional nucleation.
# Symbols: beta step free energy per length, site area per CdTe pair, dmu free
# energy gain per pair, r_c = beta*site/dmu critical radius, h bilayer height,
# x_s surface diffusion length, s fractional excess flux, v0 straight-step speed.
# Lengths are in nm and energies in eV unless a name says otherwise.
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import i0, k0

# ---------- rough typical inputs for CdTe(111) vapour growth ----------
lattice = 0.648
temperature = 700.0
pressure_torr = 2e-5
excess = 0.03
beta = 0.20
x_s = 10.0
shear_gpa = 15.0
facet_mm2 = 1.0
cd_mass_u = 112.4
kT = const.k * temperature / const.e
site = np.sqrt(3) * lattice**2 / 4
pair_volume = lattice**3 / 4
h = pair_volume / site

# ---------- which Burgers vectors supply a step on (111)? ----------
normal_parts = []
for v in itertools.product((-1, 0, 1), repeat=3):
    if np.count_nonzero(v) == 2:
        normal_parts.append(lattice / 2 * sum(v) / np.sqrt(3))
normal_parts = np.array(normal_parts)
active = np.isclose(abs(normal_parts), h)
inactive = np.isclose(normal_parts, 0)
assert len(normal_parts) == 12 and np.all(active | inactive)
assert active.sum() == 6


# ---------- lattice growth with nucleation forbidden ----------
def grow(height, burgers, sweeps):
    """Add a unit only where a lateral neighbour is higher; return means."""
    size = len(height)
    half = size // 2
    means = [height.mean()]
    for _ in range(sweeps):
        low = -10**6
        p = np.pad(height, 1, constant_values=low)
        up, down = p[:-2, 1:-1].copy(), p[2:, 1:-1].copy()
        left, right = p[1:-1, :-2], p[1:-1, 2:]
        # crossing the cut that ends at the core changes the layer label
        down[half - 1, half:] += burgers
        up[half, half:] -= burgers
        highest = np.maximum.reduce([up, down, left, right])
        height = height + (highest > height)
        means.append(height.mean())
    return height, np.array(means)


sweeps = 800
start = np.zeros((40, 40), dtype=int)
start[:, :20] = 1
flat_end, flat_mean = grow(start, 0, sweeps)
_, screw_mean = grow(np.zeros((40, 40), dtype=int), 1, sweeps)
flat_late = flat_mean[-1] - flat_mean[sweeps // 2]
screw_late = screw_mean[-1] - screw_mean[sweeps // 2]
assert np.all(flat_end == 1) and flat_late == 0
assert abs(screw_late - sweeps / 8) < 1


# ---------- steady spiral: find the only admissible rotation rate ----------
def runs_upward(omega):
    def slope(r, y):
        q = 1 + y[0]**2
        return [q * (np.sqrt(q) - y[0] / r - omega * r)]

    def too_high(r, y):
        return y[0] - r - 1

    def too_low(r, y):
        return y[0]

    too_high.terminal = True
    too_low.terminal = True
    sol = solve_ivp(slope, (1e-3, 40), [5e-4], method="LSODA", rtol=1e-10,
                    atol=1e-12, events=[too_high, too_low])
    return len(sol.t_events[0]) > 0


low, high = 0.1, 0.8
assert runs_upward(low) and not runs_upward(high)
for _ in range(36):
    middle = (low + high) / 2
    if runs_upward(middle):
        low = middle
    else:
        high = middle
omega = (low + high) / 2
spacing_factor = 2 * np.pi / omega

# ---------- independent time evolution from a straight step ----------
cells, radius = 150, 10.0
dr = radius / cells
r = (np.arange(cells) + 0.5) * dr


def turn_rate(t, angle):
    # regular core has slope -1/2; step meets the outer rim at a right angle
    ext = np.concatenate(([angle[0] + dr / 2], angle, [angle[-1]]))
    p = (ext[2:] - ext[:-2]) / (2 * dr)
    second = (ext[2:] - 2 * ext[1:-1] + ext[:-2]) / dr**2
    q = 1 + (r * p)**2
    return np.sqrt(q) / r + p / r + (p + r * second) / (r * q)


evolution = solve_ivp(turn_rate, (0, 60), np.zeros(cells), method="LSODA",
                      lband=1, uband=1, t_eval=[40, 60], rtol=1e-7, atol=1e-8)
assert evolution.success
probe = cells // 2
omega_time = (evolution.y[probe, 1] - evolution.y[probe, 0]) / 20
turns_done = evolution.y[probe, 1] / (2 * np.pi)
# one per cent allows for the finite radial grid
assert abs(omega_time / omega - 1) < 0.01


# ---------- step pinned between two opposite dislocations ----------
def bowed_height(distance, duration=8.0, parts=30):
    x = np.linspace(-distance / 2, distance / 2, parts + 1)
    y = np.zeros(parts + 1)
    dt = 0.3 * (distance / parts)**2
    for step in range(int(duration / dt)):
        if step % 20 == 0:
            arc = np.append(0, np.cumsum(np.hypot(np.diff(x), np.diff(y))))
            even = np.linspace(0, arc[-1], parts + 1)
            x, y = np.interp(even, arc, x), np.interp(even, arc, y)
            ds = arc[-1] / parts
        tx, ty = x[2:] - x[:-2], y[2:] - y[:-2]
        norm = np.hypot(tx, ty)
        vx = -ty / norm + (x[2:] - 2 * x[1:-1] + x[:-2]) / ds**2
        vy = tx / norm + (y[2:] - 2 * y[1:-1] + y[:-2]) / ds**2
        x[1:-1] += dt * vx
        y[1:-1] += dt * vy
        if y.max() > 2:
            break
    return y.max()


close_height = bowed_height(1.6)
far_height = bowed_height(2.6)
arc_height = 1 - np.sqrt(1 - 0.8**2)
assert abs(close_height - arc_height) < 0.02
assert far_height > 2


# ---------- diffusion capture, lengths in x_s ----------
def capture(a, b, power, fixed_left, fixed_right, n=600):
    edge = np.linspace(a, b, n + 1)
    d = edge[1] - edge[0]
    face = edge**power / d
    volume = ((edge[1:] + edge[:-1]) / 2)**power * d
    diagonal = volume + face[:-1] + face[1:]
    source = np.zeros(n)
    for index, f, fixed in ((0, face[0], fixed_left),
                            (-1, face[-1], fixed_right)):
        diagonal[index] += f if fixed else -f
        source[index] += 2 * f if fixed else 0
    matrix = (np.diag(diagonal) - np.diag(face[1:-1], 1)
              - np.diag(face[1:-1], -1))
    return np.linalg.solve(matrix, source) @ volume


for gap in (1.0, 3.0, 8.0):
    assert abs(capture(0, gap, 0, True, True)
               / (2 * np.tanh(gap / 2)) - 1) < 1e-3


# ---------- growth model for the example ----------
pressure = pressure_torr * const.torr
mass = cd_mass_u * const.atomic_mass
flux = pressure / np.sqrt(2 * np.pi * mass * const.k * temperature)
arrival = flux * site * 1e-18
sites = facet_mm2 * 1e12 / site
attempt = const.k * temperature / const.h


def model(s, line_energy):
    dmu = 1.5 * kT * np.log1p(s)
    rc = line_energy * site / dmu
    barrier = np.pi * line_energy**2 * site / dmu
    speed = 2 * x_s * s * arrival
    spacing = spacing_factor * rc
    period = spacing / speed
    log_nuclei = np.log(attempt * sites) - barrier / kT
    return dmu, rc, barrier, speed, spacing, period, log_nuclei


dmu, rc, barrier, v0, spacing, period, log_nuclei = model(excess, beta)
rate = h / period
log_years = (-log_nuclei - np.log(const.year)) / np.log(10)
peak = minimize_scalar(
    lambda q: -(2 * np.pi * q * beta - np.pi * q**2 * dmu / site),
    bounds=(0, 10 * rc), method="bounded", options={"xatol": 1e-8})
assert abs(peak.x / rc - 1) < 1e-5 and abs(-peak.fun / barrier - 1) < 1e-8


def break_even(line_energy):
    def difference(s):
        values = model(s, line_energy)
        return values[6] + np.log(values[5])
    return brentq(difference, 0.002, 0.5)


even_high, even_low = break_even(beta), break_even(beta / 2)
assert log_nuclei + np.log(period) < 0 and excess < even_high
tiny_ratio = model(1e-4, beta)[5] / model(2e-4, beta)[5]
assert abs(tiny_ratio - 4) < 0.01

# ---------- sizes of neglected effects ----------
overlap_loss = 1 - np.tanh(spacing / (2 * x_s))
z = rc / x_s
circle = (capture(0, z, 1, False, True)
          + capture(z, z + 15, 1, True, False)) / (2 * z)
assert abs(circle * 2 * z * i0(z) * k0(z) - 1) < 2e-3
inverse_radius = np.linspace(0, 1, 2001)
curved = 1 - ((1 + excess)**inverse_radius - 1) / excess
linear_error = np.max(abs(curved - (1 - inverse_radius)))
burgers = lattice / np.sqrt(2)
shear = shear_gpa * 1e9 * 1e-27 / const.e
strain = shear * burgers**2 / (8 * np.pi**2 * rc**2) * pair_volume

# thermal wandering at the middle of a step pinned at both ends
n = 199
stiff = (2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1))


def wander(length):
    return np.sqrt(kT * length / (4 * beta))


direct = np.linalg.inv(stiff * beta / (rc / (n + 1)))[n // 2, n // 2] * kT
assert abs(np.sqrt(direct) / wander(rc) - 1) < 1e-8

# explicit equilibrium island for threefold step-energy anisotropy
aniso = 0.05
phi = np.linspace(0, 2 * np.pi, 20001)
g = 1 + aniso * np.cos(3 * phi)
dg = -3 * aniso * np.sin(3 * phi)
px = g * np.cos(phi) - dg * np.sin(phi)
py = g * np.sin(phi) + dg * np.cos(phi)
ds = np.hypot(np.diff(px), np.diff(py))
phi_mid = (phi[1:] + phi[:-1]) / 2
edge_energy = np.sum((1 + aniso * np.cos(3 * phi_mid)) * ds)
area = np.sum(px[:-1] * py[1:] - px[1:] * py[:-1]) / 2
barrier_ratio = edge_energy**2 / (4 * area * np.pi)
stiffness = ds / np.diff(phi)
assert abs(barrier_ratio - (1 - 4 * aniso**2)) < 1e-5
assert abs(stiffness.min() - (1 - 8 * aniso)) < 1e-4
assert abs(stiffness.max() - (1 + 8 * aniso)) < 1e-4

# ---------- printed numbers ----------
print(f"Lattice constant (rough input): {lattice:.3f} nm")
print(f"Temperature: {temperature:.0f} K; kT = {kT:.5f} eV")
print(f"Equilibrium Cd pressure (rough): {pressure_torr:.1e} Torr")
print(f"Cd atomic mass: {cd_mass_u:.1f} u")
print(f"Excess flux s: {100 * excess:.1f} %")
print(f"Step free energy (rough): {beta:.2f} eV/nm")
print(f"Surface diffusion length (rough): {x_s:.1f} nm")
print(f"Shear modulus (rough): {shear_gpa:.0f} GPa")
print(f"Facet area: {facet_mm2:.1f} mm2; sites: {sites:.3e}")
print(f"Area per pair: {site:.4f} nm2; bilayer h: {h:.4f} nm")
print(f"Burgers vectors giving a step: {active.sum()} of {len(active)}")
print(f"Lattice model: {sweeps} sweeps, {len(start)} x {len(start)} sites")
print(f"Ordinary step, late growth: {flat_late:.1f} layers")
print(f"Dislocation step, late growth: {screw_late:.1f} layers")
print(f"Spiral omega, steady equation: {omega:.6f} v0/r_c")
print(f"Spiral omega, time evolution: {omega_time:.5f} v0/r_c")
print(f"Turns made by time 60 r_c/v0: {turns_done:.2f}")
print(f"Spacing / r_c: {spacing_factor:.3f}")
print(f"Rough Archimedean spacing / r_c: {4 * np.pi:.3f}")
print(f"Pair 1.6 r_c apart, final bow: {close_height:.3f} r_c")
print(f"Static arc formula for that bow: {arc_height:.3f} r_c")
print(f"Pair 2.6 r_c apart, bow passes: {far_height:.2f} r_c")
print(f"Arrival rate at equilibrium: {arrival:.3f} per site per s")
print(f"Driving energy per pair: {1000 * dmu:.3f} meV")
print(f"Critical radius: {rc:.2f} nm")
print(f"Nucleation barrier: {barrier:.3f} eV = {barrier / kT:.1f} kT")
print(f"Generous attempt rate: {attempt:.3e} per site per s")
print(f"log10(nucleation wait / year): {log_years:.1f}")
print(f"Straight-step speed: {v0:.3f} nm/s")
print(f"Spiral spacing: {spacing:.1f} nm")
print(f"Rotation period (one layer): {period:.1f} s")
print(f"Spiral growth rate: {rate:.5f} nm/s = {rate * 3600:.2f} nm/h")
print(f"Minimum opposite-pair distance: {2 * rc:.1f} nm")
for s in (0.01, 0.02, 0.05):
    values = model(s, beta)
    print(f"s={100 * s:.0f} %: R={3600 * h / values[5]:.2f} nm/h, "
          f"barrier={values[2] / kT:.1f} kT")
print(f"Rate ratio on doubling tiny s: {tiny_ratio:.4f}")
print(f"Break-even s, beta={beta:.2f} eV/nm: {100 * even_high:.2f} %")
print(f"Break-even s, beta={beta / 2:.2f} eV/nm: {100 * even_low:.2f} %")
print(f"Neglected overlap of turns: {overlap_loss:.1e} of v0")
print(f"Curved/straight capture at r_c: {circle:.3f}")
print(f"Gibbs-Thomson linearisation error: {100 * linear_error:.2f} % of v0")
print(f"Strain energy/driving energy at r_c: {100 * strain / dmu:.2f} %")
print(f"Step wandering over length r_c: {wander(rc):.2f} nm")
print(f"Step wandering over one spacing: {wander(spacing):.2f} nm")
print(f"Illustrative step-energy anisotropy: {100 * aniso:.0f} %")
print(f"Barrier ratio with anisotropy: {barrier_ratio:.4f}")
print(f"Stiffness/beta range: {stiffness.min():.2f} to {stiffness.max():.2f}")
print("success")
```

Output:

```
Lattice constant (rough input): 0.648 nm
Temperature: 700 K; kT = 0.06032 eV
Equilibrium Cd pressure (rough): 2.0e-05 Torr
Cd atomic mass: 112.4 u
Excess flux s: 3.0 %
Step free energy (rough): 0.20 eV/nm
Surface diffusion length (rough): 10.0 nm
Shear modulus (rough): 15 GPa
Facet area: 1.0 mm2; sites: 5.500e+12
Area per pair: 0.1818 nm2; bilayer h: 0.3741 nm
Burgers vectors giving a step: 6 of 12
Lattice model: 800 sweeps, 40 x 40 sites
Ordinary step, late growth: 0.0 layers
Dislocation step, late growth: 100.0 layers
Spiral omega, steady equation: 0.330958 v0/r_c
Spiral omega, time evolution: 0.33095 v0/r_c
Turns made by time 60 r_c/v0: 3.04
Spacing / r_c: 18.985
Rough Archimedean spacing / r_c: 12.566
Pair 1.6 r_c apart, final bow: 0.400 r_c
Static arc formula for that bow: 0.400 r_c
Pair 2.6 r_c apart, bow passes: 2.00 r_c
Arrival rate at equilibrium: 4.554 per site per s
Driving energy per pair: 2.675 meV
Critical radius: 13.60 nm
Nucleation barrier: 8.543 eV = 141.6 kT
Generous attempt rate: 1.459e+13 per site per s
log10(nucleation wait / year): 28.1
Straight-step speed: 2.732 nm/s
Spiral spacing: 258.1 nm
Rotation period (one layer): 94.5 s
Spiral growth rate: 0.00396 nm/s = 14.26 nm/h
Minimum opposite-pair distance: 27.2 nm
s=1 %: R=1.60 nm/h, barrier=420.7 kT
s=2 %: R=6.37 nm/h, barrier=211.4 kT
s=5 %: R=39.22 nm/h, barrier=85.8 kT
Rate ratio on doubling tiny s: 3.9998
Break-even s, beta=0.20 eV/nm: 6.92 %
Break-even s, beta=0.10 eV/nm: 1.63 %
Neglected overlap of turns: 1.2e-11 of v0
Curved/straight capture at r_c: 0.942
Gibbs-Thomson linearisation error: 0.37 % of v0
Strain energy/driving energy at r_c: 3.43 %
Step wandering over length r_c: 1.01 nm
Step wandering over one spacing: 4.41 nm
Illustrative step-energy anisotropy: 5 %
Barrier ratio with anisotropy: 0.9900
Stiffness/beta range: 0.60 to 1.40
success
```
